# Powder Averages in NMR: Orientation Sets and Triangle Interpolation

A static powder contains crystallites in every orientation, and each one resonates at its own frequency. The spectrum is the sum of all these lines. A computer can evaluate only a finite number of orientations, and if there are too few, a smooth powder pattern breaks up into separate peaks. Two questions follow: where should the orientations be placed, and must each of them contribute just a single line?

## Three frequencies by hand

Take a first-order chemical-shift interaction, uniformly distributed orientations and equal signal from every crystallite. Let the unit vector $u=(x,y,z)$ be the field direction in the principal-axis frame of the tensor. Measured from the isotropic frequency,

$$\nu(u)=\nu_{xx}x^2+\nu_{yy}y^2+\nu_{zz}z^2,\qquad \nu_{xx}+\nu_{yy}+\nu_{zz}=0 .$$

The model values are $-3$, $-7$ and $10$ kHz, so the pattern is 17 kHz wide.

The smallest orientation set with the full symmetry of the octahedron has six points, $\pm$ each axis, with weights $1/6$. It gives three equal lines, at $-7$, $-3$ and $10$ kHz. Their mean is zero, which is correct. Their second moment is $(49+9+100)/3=52.7$ kHz². On the sphere $\langle x^4\rangle=1/5$ and $\langle x^2y^2\rangle=1/15$. Because the principal values sum to zero, twice the sum of their pair products is $-\sum_i\nu_{ii}^2$. The true second moment is therefore

$$\langle\nu^2\rangle=\left(\frac15-\frac1{15}\right)\sum_i\nu_{ii}^2=\frac{2}{15}\,(158)=21.07\ \text{kHz}^2 .$$

Now use the same three frequencies differently. The axes $x,y,z$ are the corners of one octahedron face, which covers an octant. The octant suffices because $\nu$ depends only on squares. Let the frequency vary linearly over the flat face and, for the moment, count equal flat areas equally. The result is a continuous tent from $-7$ to $10$ kHz with its peak at $-3$ kHz. For barycentric coordinates $\lambda_i$ on a triangle, $\langle\lambda_i^2\rangle=1/6$ and $\langle\lambda_i\lambda_j\rangle=1/12$, so the tent has second moment $(1/6-1/12)(158)=13.2$ kHz². This is still inaccurate, but three frequencies have already produced a continuous pattern with the correct limits and the correct peak position.

The six-point sum fails because of the angular detail in $\nu^2$. Spherical harmonics make this precise.

## Measuring an orientation set

Let a set have vectors $u_j$ and weights $w_j$ with $\sum_jw_j=1$. Define

$$C_{lm}=\sqrt{\frac{4\pi}{2l+1}}\,Y_{lm},\qquad q_{lm}=\sum_jw_jC_{lm}(u_j),\qquad \varepsilon_l=\Big(\sum_m|q_{lm}|^2\Big)^{1/2}.$$

Expand the function to be averaged as $f=\sum_{lm}f_{lm}C_{lm}$. Its true average is $f_{00}$, since all higher harmonics average to zero. The error of the finite sum is therefore

$$\sum_jw_jf(u_j)-\langle f\rangle=\sum_{l\ge1}\sum_mf_{lm}q_{lm}.$$

By the Cauchy-Schwarz inequality its magnitude is at most $\sum_{l\ge1}\varepsilon_l\|f_l\|$, with $\|f_l\|^2=\sum_m|f_{lm}|^2$.

The sum $\sum_mC_{lm}^*(u)C_{lm}(v)$ does not change when $u$ and $v$ are rotated together. Rotate $v$ to the pole, where $C_{lm}=\delta_{m0}$. The sum becomes $C_{l0}(u)=P_l(u\cdot v)$, and hence

$$\varepsilon_l^2=\sum_{jk}w_jw_kP_l(u_j\cdot u_k).$$

So $\varepsilon_l$ does not depend on the frame. For the six points, each vector has one partner at scalar product $1$, one at $-1$ and four at $0$:

$$\varepsilon_2^2=\frac{1+1+4(-1/2)}6=0,\qquad \varepsilon_4^2=\frac{1+1+4(3/8)}6=\frac7{12}.$$

The frequency has rank 2, so its mean is correct. Its square contains rank 4, so the second moment is not.

For independent random points with equal weights, the terms with $j\ne k$ average to zero. The $N$ diagonal terms leave a root-mean-square $\varepsilon_l=N^{-1/2}$, or 0.083 for 146 points.

## Three constructions

**ZCW** (Zaremba-Conroy-Wolfsberg) sets use two Fibonacci numbers, $N$ and the number $F$ two places before it:

$$\cos\beta_j=\frac{2j}{N}-1,\qquad \alpha_j=2\pi\,\mathrm{frac}\!\left(\frac{jF}{N}\right),\qquad j=0,\ldots,N-1.$$

The points include one pole but not the other. The mean of $\cos\beta$ is $(N-1)/N-1=-1/N$. For the square,

$$\langle\cos^2\beta\rangle=\frac{4(N-1)(2N-1)}{6N^2}-\frac{2(N-1)}N+1=\frac13+\frac2{3N^2},$$

so $\langle P_2\rangle=\tfrac32\langle\cos^2\beta\rangle-\tfrac12=1/N^2$. For $N=144$ these averages are $-6.9\times10^{-3}$ and $4.8\times10^{-5}$. The larger, odd-rank error is harmless here because $\nu(-u)=\nu(u)$ removes all odd ranks from the signal.

**REPULSION** places equal charges on the sphere and lowers $\sum_{j<k}1/|u_j-u_k|$ until the tangential forces vanish. The points become evenly spread, but no rank is forced to zero. The weights may be equal, or proportional to the Voronoi areas (the region nearest to each point). A descent of this kind finds a local minimum, which need not be the lowest one.

**Lebedev** sets are unchanged by all rotations and reflections of the octahedron. Harmonic combinations that average to zero over this group then vanish in the sum automatically. Positions and weights are chosen to satisfy the remaining conditions through a degree $L$. There are $(L+1)^2$ harmonics through rank $L$, and each point has two angles and one weight. This suggests $(L+1)^2\approx3N$, which is a counting estimate and not a theorem. For $N=146$ and $L=19$ the ratio $(L+1)^2/(3N)$ is 0.913.

The errors $\varepsilon_l$ for 144 ZCW points and 146 points in the other sets are:

| $l$ | ZCW | REPULSION, equal | REPULSION, Voronoi | Lebedev |
|---|---|---|---|---|
| 2 | 0.00043 | 0.00040 | 0.00011 | rounding |
| 8 | 0.0032 | 0.0016 | 0.0004 | rounding |
| 16 | 0.016 | 0.006 | 0.005 | rounding |
| 20 | 0.154 | 0.025 | 0.026 | 0.234 |
| 22 | 0.096 | 0.261 | 0.262 | 0.167 |

Lebedev is accurate to rounding through rank 19 and fails abruptly at rank 20. The other sets have small errors already at low rank; the REPULSION errors then jump about tenfold between ranks 20 and 22. The REPULSION figures belong to one local minimum. Other minima, including one of lower energy, give 0.03 to 0.04 at rank 20, 0.26 to 0.30 at rank 22 and 0.04 to 0.05 at rank 28. Voronoi weights help at the low even ranks and make little difference from rank 20 on. At rank 22 every set is worse than the random-set value. Beyond that the errors fluctuate with rank instead of growing steadily: at rank 28, ZCW (0.056) and REPULSION (about 0.036) are below the random-set value, while Lebedev (0.103) is still above it.

## Which ranks does a spectrum need?

The time signal is the average of $f=e^{i\nu\tau}$ with $\tau=2\pi t$. Let $V$ be the diagonal matrix of principal values. The gradient of $\nu$ along the sphere is $2[Vu-u(u\cdot Vu)]$. Its length is twice the standard deviation of the principal values taken with probabilities $x^2,y^2,z^2$. Values confined to an interval of width $\Delta$ have standard deviation at most $\Delta/2$, so the phase gradient is at most $\Delta\,\tau$, with $\Delta=17$ kHz. A harmonic of rank $l$ varies over angles of order $1/l$, so the main ranks extend to roughly $\Delta\,\tau$, followed by a tail. At $\tau=0.8$ rad/kHz this scale is 13.6. The highest rank with $\|f_l\|>0.001$ is 26.

The errors of the time signal, relative to its initial value of one, are:

| $\tau$ (rad/kHz) | ZCW | REPULSION, equal | Lebedev |
|---|---|---|---|
| 0.25 | $1.4\times10^{-5}$ | $7.6\times10^{-4}$ | $2.4\times10^{-7}$ |
| 0.80 | $1.5\times10^{-4}$ | $2.5\times10^{-3}$ | $1.0\times10^{-2}$ |
| 2.00 | 0.056 | 0.031 | 0.29 |

Here the tensor axes lie along the coordinate axes of the sets. For this alignment Lebedev is best at the shortest time and worst at the two later times, where ranks above 19 matter. ZCW does better at $\tau=0.8$ than its $\varepsilon_l$ suggest: the bound $\sum_l\varepsilon_l\|f_l\|$ is 0.083, far above the error. The bound ignores phases and the distribution over $m$. Unlike $\varepsilon_l$, the actual error $\sum_{lm}f_{lm}q_{lm}$ changes when the tensor is rotated relative to the point set. The ranking at a given time therefore need not carry over to another tensor orientation. At $\tau=0.8$ it does not: over random tensor orientations the median error is about $4\times10^{-3}$ for ZCW and $2\times10^{-3}$ for Lebedev. The alignment in the table favours ZCW and is close to the worst case for Lebedev.

Gaussian broadening with standard deviation $\sigma$ multiplies the signal by $e^{-\sigma^2\tau^2/2}$, so times up to a few $1/\sigma$ matter. The required rank grows as $\Delta/\sigma$. Since the number of harmonics grows as the square of the rank, direct summation needs

$$N_{\rm direct}\sim(\Delta/\sigma)^2 .$$

This is a scaling estimate for narrow lines at fixed accuracy.

## From one triangle to many

Alderman-Solum-Grant (ASG) interpolation refines the tent of the hand example. Divide each edge of the octahedron face into $n$ parts. The vertices are $(i,j,k)/n$ with non-negative integers and $i+j+k=n$. There are $(n+1)(n+2)/2$ vertices and $n^2$ small triangles. Project each vertex onto the sphere, calculate its frequency once, and share it among the adjoining triangles.

In one triangle, sort the corner frequencies as $a\le b\le c$. For $a<\nu<b$, the part of the triangle below frequency $\nu$ is a smaller triangle at corner $a$. It cuts the two edges from $a$ at the fractions $(\nu-a)/(b-a)$ and $(\nu-a)/(c-a)$. Its area fraction is their product, and differentiation gives the line density

$$T(\nu)=\frac{2(\nu-a)}{(b-a)(c-a)}\quad(a<\nu<b).$$

The same argument from corner $c$ gives

$$T(\nu)=\frac{2(c-\nu)}{(c-b)(c-a)}\quad(b<\nu<c).$$

Both equal $2/(c-a)$ at $\nu=b$. If corners coincide, one side of the tent becomes vertical. If all three coincide, the tent becomes a single line. Integrating the density over frequency bins, by means of the area fractions, keeps every bin content finite. The fractions have the same denominators as $T$, so a side of zero width must be skipped or its denominator guarded.

Each tent is multiplied by the solid angle of its triangle. If $R$ is the distance from the origin to a point on the flat face, and $h=1/\sqrt3$ the distance to its plane, an area $dA$ is seen at an angle with cosine $h/R$. Therefore

$$d\Omega=\frac{dA}{R^2}\,\frac hR=\frac{h\,dA}{R^3}.$$

All small triangles have equal flat area, so a simple weight is the mean of $R^{-3}$ at the three corners, normalized to unit sum. It is correct for a linearly varying integrand, so its relative error is of order $n^{-2}$. The largest deviation from the true solid angle is 0.56% at $n=16$ and 0.14% at $n=32$. The spectra below use the true solid angles.

The algorithm is:

1. Generate the vertices and calculate their frequencies.
2. For each triangle, sort the three frequencies and find the weight.
3. Add the weighted tent to the frequency bins.
4. Apply the broadening.

## Why interpolation converges

Let $G$ be the normalized Gaussian, $\nu_h$ the linear interpolant and $\nu_c$ its value at the triangle's centroid. Let $g$ be the solid-angle density within a triangle divided by its mean there, so that $\langle g-1\rangle=0$ in each triangle. Angle brackets denote the flat average in a triangle, followed by the solid-angle-weighted sum over triangles. The exact spectrum minus the ASG spectrum is

$$\langle g[G(\omega-\nu)-G(\omega-\nu_h)]\rangle+\langle(g-1)[G(\omega-\nu_h)-G(\omega-\nu_c)]\rangle ,$$

where $\omega$ is the frequency at which the spectrum is read. The term with $\nu_c$ may be inserted because it is constant within each triangle and $g-1$ averages to zero.

Shifting a Gaussian by $s$ changes it, in integrated absolute value, by at most $|s|\int|G'|\,d\omega=2|s|G(0)=|s|\sqrt{2/\pi}/\sigma$. With the lineshape error $E$ defined as the integral of the absolute difference between unit-area spectra,

$$E\le\frac{\sqrt{2/\pi}}{\sigma}\Big[\langle g|\nu_h-\nu|\rangle+\langle|g-1||\nu_h-\nu_c|\rangle\Big].$$

Linear interpolation reproduces the constant and linear terms of a Taylor expansion, so $\nu_h-\nu$ is of order $n^{-2}$. In the second term both factors are of order $n^{-1}$. The bound is therefore of order $n^{-2}$. At fixed accuracy it requires $n^2$, and hence the number of vertices, to grow no faster than $1/\sigma$.

At $\sigma=0.1$ kHz and $n=16$, the bound, estimated with 16 sample points per triangle, is 0.26. The error is 0.0090. At $\sigma=0.4$ kHz the error falls from $6.93\times10^{-3}$ at $n=16$ to $4.34\times10^{-4}$ at $n=64$. The observed order is $\ln(6.93/0.434)/\ln4=2.00$.

## An exact reference

Convergence needs a reference that uses no orientation set. Label the principal values $\nu_1<\nu_2<\nu_3$ and take axis 3 as polar axis. At azimuth $\phi$,

$$\nu=p+(\nu_3-p)z^2,\qquad p=\nu_1+(\nu_2-\nu_1)\sin^2\phi .$$

Since $z$ is uniform on $[0,1]$, the density at fixed $\phi$ is $dz/d\nu=\tfrac12[(\nu-p)(\nu_3-p)]^{-1/2}$. For $\nu>\nu_2$ every $\phi$ contributes. Averaging over $0<\phi<\pi/2$ and substituting $t=\tan\phi$ gives

$$I(\nu)=\frac1\pi\int_0^\infty\frac{dt}{\sqrt{[A+\alpha t^2][B+\beta t^2]}},$$

with $A=\nu-\nu_1$, $B=\nu_3-\nu_1$, $\alpha=\nu-\nu_2$ and $\beta=\nu_3-\nu_2$. Next put $t=\sqrt{B/\beta}\,\tan\psi$. The second bracket becomes $B\sec^2\psi$, the first becomes $[A\cos^2\psi+(\alpha B/\beta)\sin^2\psi]\sec^2\psi$, and $dt=\sqrt{B/\beta}\,\sec^2\psi\,d\psi$. The secants cancel:

$$I(\nu)=\frac{K(m)}{\pi\sqrt{A\beta}},\qquad 1-m=\frac{\alpha B}{A\beta},\qquad K(m)=\int_0^{\pi/2}\frac{d\psi}{\sqrt{1-m\sin^2\psi}} .$$

For $\nu<\nu_2$, reverse the frequency axis, which exchanges the roles of $\nu_1$ and $\nu_3$. At $\nu_2$, $m\to1$ and the density diverges logarithmically. The computed second moment, 21.07 kHz², agrees with the hand calculation.

## How many orientations?

For direct summation, use ZCW on a quarter sphere ($z>0$, $0\le\alpha<\pi$), with heights $\cos\beta_j=(j+\tfrac12)/N$ and $\alpha_j=\pi\,\mathrm{frac}(jF/N)$. ASG uses an octant. Each half of the quarter-sphere set is an octant set of half the size, and the error of the whole is at most the mean error of the halves. Measured against these halves, the smaller region can favour ASG by up to about a factor of two. A ZCW set built for the octant is not covered by this bound; its counts are given after the table. The table lists the first size from which all larger tested sizes keep the lineshape error within 1%.

| $\sigma$ (kHz) | ZCW points | ASG vertices | Ratio |
|---|---|---|---|
| 0.4 | 377 | 120 | 3.1 |
| 0.2 | 987 | 120 | 8.2 |
| 0.1 | 4181 | 153 | 27.3 |

For the sharpest line, $4181/153=27.3$. Allowing the full factor of two for the symmetry difference still leaves about 14. The same rule on the octant, with $\alpha_j=(\pi/2)\,\mathrm{frac}(jF/N)$, needs 610, 987 and 2584 points, a ratio of 17 for the sharpest line. When $\sigma$ falls fourfold, the ZCW number grows by 11.1, somewhat less than the estimated 16, while the ASG number grows by 1.3. Both sequences of sizes are coarse, so these factors are approximate. The ZCW factor also depends on the region and the polar axis: it is 4.2 for the octant rule and lies between 7 and 18 when the 10 kHz axis is moved off the pole, so these counts do not fix the exponent.

The gain comes from interpolation and not from the positions of the vertices. At $\sigma=0.1$ kHz, the 153 vertices give an error of 0.0090 with tents and 0.36 when each vertex contributes a single line. A Lebedev set of 5810 points has 760 distinct points in the octant and gives 0.063. ASG with 561 vertices gives 0.0021.

For broad lines the ranking reverses. At $\sigma=2$ kHz, a Lebedev set with 166 distinct octant points has a computed error of $1.5\times10^{-7}$, while ASG with 325 vertices has $2.5\times10^{-3}$. The first figure cannot be separated from the binning error. Sharing each line between bins $h=0.005$ kHz apart adds a variance of $h^2/6$ on average, which can change the spectrum by about $\tfrac12(h^2/6)\int|G''|\,d\omega\approx5\times10^{-7}$, since $\int|G''|\,d\omega=4|G'(\sigma)|\approx0.97/\sigma^2$. The test therefore shows only that the Lebedev error is below about $10^{-6}$. Why is the Lebedev sum so accurate for broad lines? Measure $\nu$ from the middle of the pattern, which changes the signal only by an overall phase. Then $\nu\tau=Xs$ with $X=\Delta\,\tau/2$ and $|s|\le1$. Expand the signal in Chebyshev polynomials $T_j$, whose coefficients are Bessel functions $J_j$:

$$e^{iXs}=J_0(X)+2\sum_{j\ge1}i^jJ_j(X)\,T_j(s).$$

Since $T_j(s)$ is a polynomial of degree $j$ in $\nu$, the terms through $j=k$ contain ranks up to $2k$. Because $|T_j|\le1$, the remainder is at most $2\sum_{j>k}|J_j(X)|$. A rule with positive weights that is exact through rank $2k$ averages the retained terms correctly. The remainder enters once in the sum and once in the true average, so the signal error is at most $4\sum_{j>k}|J_j(X)|$. This becomes very small once $k$ is well above $X$, and strong broadening suppresses the late times at which $X$ is large. The set used here is exact through rank 59, so $k=29$. Multiplied by the Gaussian factor for $\sigma=2$ kHz, the bound is only about $10^{-8}$ at its largest. ASG retains its $n^{-2}$ interpolation error.

For this static tensor, ASG is thus the economical choice at about 1% accuracy when $\sigma$ is below roughly 0.6 kHz: at 0.4 kHz it needs 120 vertices against 274 distinct Lebedev points. For broader lines a Lebedev sum is cheaper even at 1% (64 points against 120 at $\sigma=1$ kHz) and far better when high accuracy is needed. The argument for ASG assumes that frequency varies smoothly between vertices and that all orientations have equal intensity. An orientation-dependent intensity must also be interpolated or averaged over each triangle. The numerical check below covers the rank errors, the reference lineshape and both broadening regimes.

## Values computed for the example and the checks

```
Principal values xx, yy, zz: [-3. -7. 10.] kHz
REPULSION N=146: energy 9684.5404 (unit charges, radius 1), tangential/radial force 6.2e-08
Random-set rms eps_l at N=146: 0.0828
Lebedev N=146: max eps_l for l=1..19 2.1e-16, (L+1)^2/(3N) = 0.913
ZCW N=144: mean P1 -6.9444e-03, mean P2 4.8225e-05
eps_l (dimensionless), columns: ZCW, REP-equal, REP-Voronoi, Lebedev
 l= 1    7.01e-03    2.82e-06    2.85e-06    7.36e-18
 l= 2    4.30e-04    4.03e-04    1.06e-04    4.70e-17
 l= 4    1.04e-03    7.38e-04    3.81e-04    1.23e-16
 l= 6    1.97e-03    2.37e-03    1.32e-03    7.25e-17
 l= 8    3.22e-03    1.60e-03    4.02e-04    1.14e-16
 l=12    7.36e-03    3.86e-03    2.05e-03    9.93e-17
 l=16    1.56e-02    5.79e-03    5.27e-03    2.08e-16
 l=18    3.97e-02    1.97e-02    1.87e-02    1.87e-16
 l=20    1.54e-01    2.46e-02    2.58e-02    2.34e-01
 l=22    9.55e-02    2.61e-01    2.62e-01    1.67e-01
 l=24    1.44e-01    9.86e-02    9.71e-02    1.87e-01
 l=28    5.62e-02    3.64e-02    3.66e-02    1.03e-01
Exact lineshape: area 1.00000000, second moment 21.06667 kHz^2
tau=0.8 rad/kHz: span*tau = 13.6, highest rank with norm > 0.001: 26
Signal error |average-exact|, same columns:
 tau=0.25 rad/kHz (t= 39.8 us)  1.36e-05  7.64e-04  3.52e-04  2.44e-07
 tau=0.80 rad/kHz (t=127.3 us)  1.46e-04  2.53e-03  2.59e-03  1.03e-02
 tau=2.00 rad/kHz (t=318.3 us)  5.61e-02  3.05e-02  3.18e-02  2.92e-01
 rank-sum bounds at tau=0.8:  8.27e-02  4.29e-02  2.94e-02  2.86e-02
Orientations for 1% lineshape error (ZCW quarter, ASG octant):
 sigma=0.4 kHz: ZCW 377, ASG 120 (n=14), ratio 3.1
  ASG error n=16: 6.93e-03, n=64: 4.34e-04, observed order 2.00
 sigma=0.2 kHz: ZCW 987, ASG 120 (n=14), ratio 8.2
 sigma=0.1 kHz: ZCW 4181, ASG 153 (n=16), ratio 27.3
Growth of N from sigma=0.4 to 0.1 kHz: ZCW 11.1, ASG 1.3
Sharp line, sigma=0.1 kHz: ASG error, rigorous-form bound, direct sum on same vertices
 n=16, 153 vertices: 9.04e-03, 2.59e-01, 3.64e-01
 n=32, 561 vertices: 2.09e-03, 6.50e-02, 1.18e-01
Max relative deviation of R^-3 weights: n=16 5.62e-03, n=32 1.42e-03
 Lebedev 5810 (760 distinct in octant): error 6.29e-02
Broad line, sigma=2 kHz: Lebedev 1202 (166 distinct) error 1.52e-07
 ASG n=24 (325 vertices) error 2.49e-03
```
